# Quantum capacitance of a two-dimensional subband in series with a gate

In Gaussian units a capacitance is a length, so a capacitance per unit area is an inverse length. For a two-dimensional electron gas, the contribution that comes from filling quantum states is $e^2\,dn/d\mu$, where $n$ is the number of electrons per unit area and $\mu$ is their chemical potential measured from the bottom of the subband. If the electrons are independent apart from a mean electrostatic potential, which is accounted for separately, then $dn/d\mu$ can depend on $\hbar$, the effective mass $m$, the thermal energy $kT$ and $n$, but not on the charge. The combination $m/\hbar^2$ has the dimension of an inverse energy times an inverse area, as $dn/d\mu$ must have, and the one independent dimensionless combination left is $n\hbar^2/(mkT)$. Hence

$$
C_q\equiv e^2\frac{dn}{d\mu}=\frac{me^2}{\hbar^2}\,g\!\left(\frac{n\hbar^2}{mkT}\right).
$$

This form already restricts the two limits. If $g$ tends to a finite constant at low temperature, where its argument grows without bound, the density drops out of $C_q$. In the dilute, classical limit $\hbar$ must drop out, which requires $g$ to be proportional to its argument, so that $C_q\propto e^2n/kT$. The function $g$ itself must come from counting states.

Take a square of side $L$ with periodic boundary conditions. The allowed wave vectors have components that are integer multiples of $2\pi/L$, so each occupies an area $(2\pi/L)^2$ in $k$-space. The subband is parabolic, with energy $\varepsilon=\hbar^2k^2/(2m)$ above its bottom, and each wave vector carries two spin states. For a large square, the number of states per unit area with energy below $\varepsilon$ is

$$
\frac{1}{L^2}\,\frac{2\pi k^2}{(2\pi/L)^2}=\frac{k^2}{2\pi}=\frac{m\varepsilon}{\pi\hbar^2},
$$

where the last step uses $k^2=2m\varepsilon/\hbar^2$. The derivative with respect to $\varepsilon$ is the density of states,

$$
D=\frac{m}{\pi\hbar^2},
$$

which does not depend on energy. That makes the thermal integral elementary. With the Fermi function rewritten by multiplying its numerator and denominator by $e^{-(\varepsilon-\mu)/kT}$,

$$
n=D\int_0^\infty\frac{e^{-(\varepsilon-\mu)/kT}}{1+e^{-(\varepsilon-\mu)/kT}}\,d\varepsilon
=-DkT\Big[\ln\!\big(1+e^{-(\varepsilon-\mu)/kT}\big)\Big]_0^\infty .
$$

The upper limit gives $\ln 1=0$, and the lower limit gives

$$
n=DkT\ln\!\left(1+e^{\mu/kT}\right),\qquad
\mu=kT\ln\!\left(e^{n/(DkT)}-1\right).
$$

The chemical potential is negative when $n<DkT\ln2$. This means that it lies below the subband bottom, although the subband still holds electrons.

Differentiating $n$ at fixed temperature brings down a factor $1/kT$ from the exponent, which cancels the prefactor $kT$:

$$
\frac{dn}{d\mu}=D\,\frac{e^{\mu/kT}}{1+e^{\mu/kT}}=DF,\qquad
F=\frac{1}{1+e^{-\mu/kT}} .
$$

$F$ is the occupation of the state at the subband bottom. To express it through the density, use $1+e^{\mu/kT}=e^{n/(DkT)}$ in both numerator and denominator:

$$
F=\frac{e^{n/(DkT)}-1}{e^{n/(DkT)}}=1-e^{-n/(DkT)} .
$$

The quantum capacitance per unit area is therefore

$$
C_q=\frac{me^2}{\pi\hbar^2}\left[1-e^{-n/(DkT)}\right].
$$

Since $n/(DkT)=\pi n\hbar^2/(mkT)$, this has the form required by the dimensional argument.

For $n\gg DkT$ the gas is degenerate and $C_q$ tends to $me^2/(\pi\hbar^2)$. At fixed density the relative correction is $-e^{-n/(DkT)}$, exponentially small because the density of states is constant. For $n\ll DkT$, expanding the exponential to second order gives

$$
C_q\simeq\frac{e^2n}{kT}\left(1-\frac{n}{2DkT}\right).
$$

The mass and $\hbar$ have disappeared from the leading term. In this limit the capacitance measures how many carriers are present, and not the density of states.

Now place a metal gate a distance $d$ above the gas, with a barrier of dielectric constant $\epsilon$ between them. Let $z$ point from the gate to the gas, and let the gas be a thin sheet with charge $-en$ per unit area, where $e>0$. Gauss's law across the sheet says that the displacement below it minus the displacement above it equals $4\pi$ times the sheet charge. Call the field in the barrier $\mathcal E$, the displacement below the gas $\mathcal D_b$, and any fixed charge at the sheet $\sigma_f$. Then

$$
\mathcal D_b-\epsilon\mathcal E=4\pi(\sigma_f-en),\qquad
\epsilon\mathcal E=4\pi en+\mathcal D_b-4\pi\sigma_f .
$$

Assume that $\mathcal D_b$ and all fixed charges stay the same when the gate voltage changes. The potential drop from gate to sheet is the field times $d$, so

$$
\phi_g-\phi_s=\frac{4\pi en\,d}{\epsilon}+\text{constant}.
$$

Fixed charge inside the barrier would alter only the constant.

A voltage source does not set this electrostatic drop. It sets the difference between the electrochemical potentials of its two terminals. For the electrons in the gas, the electrochemical potential is $-e\phi_s+E_0+\mu$, where $E_0$ is the height of the subband bottom above the local electrostatic energy. For those in the gate it is $-e\phi_g+W$, with $W$ a constant of the metal. A positive gate voltage $V_G$ lowers the electron energy in the gate, so

$$
eV_G=(-e\phi_s+E_0+\mu)-(-e\phi_g+W)=e(\phi_g-\phi_s)+\mu+E_0-W .
$$

This step needs a gas in equilibrium with its grounded contact, so the voltage must vary slowly enough for charge to flow in and out, and it needs a gate that does not leak. Take $E_0$ as constant for the moment and absorb all constants in the zero of a shifted voltage $U$. Then

$$
eU=\frac{4\pi e^2n\,d}{\epsilon}+\mu(n).
$$

When $n$ rises by $dn$, the gate gains the charge $+e\,dn$ per unit area. The measured differential capacitance is thus $C=e\,dn/dU$. Differentiating the last equation with respect to $n$ and dividing by $e^2$ gives

$$
\frac1C=\frac{dU}{d(en)}=\frac{4\pi d}{\epsilon}+\frac{1}{e^2}\frac{d\mu}{dn}
=\frac1{C_g}+\frac1{C_q},\qquad C_g=\frac{\epsilon}{4\pi d}.
$$

The two capacitances are in series because one added charge requires two additions to the voltage: one to build up the field in the barrier, the other to raise the chemical potential. The law concerns small changes. It does not say that $en/U$ is the capacitance; indeed $U$ can be negative while $n$ is positive, since $\mu$ can be negative.

The division of a small voltage change follows from the same equations. The share that moves the chemical potential is

$$
\frac{d\mu}{d(eU)}=\frac{d\mu}{dn}\,\frac{dn}{d(eU)}=\frac{e^2}{C_q}\,\frac{C}{e^2}=\frac{C_g}{C_g+C_q}.
$$

In a dense gas with $C_q\gg C_g$ this share is small, and most of the voltage goes into the barrier field. As the gas empties, $C_q$ tends to zero, the share tends to one, and $n$ becomes proportional to $e^{eU/kT}$.

The series law can also be read as a length. Multiplying $1/C_q$ by $\epsilon/(4\pi)$ converts it to an equivalent thickness of barrier:

$$
\frac{\epsilon}{4\pi}\,\frac{\pi\hbar^2}{me^2F}=\frac{a^*}{4F},\qquad
a^*=\frac{\epsilon\hbar^2}{me^2},
$$

so that

$$
C=\frac{\epsilon}{4\pi\left[d+a^*/(4F)\right]} .
$$

A degenerate gas acts as if the barrier were thicker by $a^*/4$. Here $a^*$ contains the dielectric constant of the barrier, because the length is expressed as barrier thickness. In the dilute limit $F\simeq n/(DkT)$, and the added length becomes $\epsilon kT/(4\pi e^2n)$, which grows without bound as the gas empties.

For numbers, take round model parameters that stand for no particular material: $m$ equal to 0.2 electron masses, $\epsilon=10$ and $d=10$ nm. The geometric capacitance is

$$
C_g=\frac{10}{4\pi\times10^{-6}\ \text{cm}}=7.96\times10^5\ \text{cm}^{-1},
$$

or $0.885\ \mu\text{F/cm}^2$. The degenerate quantum capacitance is $1.203\times10^7\ \text{cm}^{-1}$, or $13.4\ \mu\text{F/cm}^2$, about fifteen times larger. Correspondingly $a^*=2.646$ nm, and the added thickness $a^*/4=0.661$ nm is about one fifteenth of $d$.

At 300 K, $kT=25.85$ meV and $DkT=2.16\times10^{12}\ \text{cm}^{-2}$. For $n=10^{12}\ \text{cm}^{-2}$ the ratio $n/(DkT)$ is 0.463, which gives

$$
F=1-e^{-0.463}=0.371,\qquad
\frac{C}{C_g}=\frac{10}{10+0.661/0.371}=0.849 .
$$

The total is $0.751\ \mu\text{F/cm}^2$. The chemical potential is $-13.7$ meV, so this gas is not degenerate at room temperature, and the quantum term lowers the capacitance by 15% relative to $C_g$. At $10^{13}\ \text{cm}^{-2}$ the occupation $F$ is 0.990, and the total rises to $0.830\ \mu\text{F/cm}^2$, which is 6% below $C_g$.

Cooling the gas of $10^{12}\ \text{cm}^{-2}$ to 30 K gives the same $0.830\ \mu\text{F/cm}^2$. The agreement follows from the formula: $F$ depends on density and temperature through $n/T$ alone, and this ratio is the same in the two cases. The chemical potentials, 119.4 and 11.94 meV, differ by the factor of ten between the temperatures. At fixed density, heating lowers $F$ and therefore $C$. In this example, going from 30 K to 300 K reduces the capacitance by 9% relative to its value at 30 K.

The dilute side shows how the voltage is divided. Between $10^{10}$ and $10^{11}\ \text{cm}^{-2}$ at 300 K, $eU$ rises from $-137.1$ to $-60.7$ meV, a change of 76.4 meV. The chemical potential rises from $-138.9$ to $-78.8$ meV and so takes 60.1 meV of this; the remaining 16.3 meV goes into the barrier field. In the limit where the whole change goes into $\mu$, a factor of ten in density would cost $kT\ln10=59.5$ meV. Over the same interval $C/C_g$ rises from 0.065 to 0.406.

The density at which the total falls to half of $C_g$ marks the crossover between control by the states and control by the barrier. It requires $C_q=C_g$, or equivalently an added length equal to $d$:

$$
\frac{a^*}{4F}=d,\qquad F=\frac{a^*}{4d}.
$$

Setting $1-e^{-n/(DkT)}$ equal to this value and taking the logarithm gives

$$
n_{1/2}=-DkT\ln\!\left(1-\frac{a^*}{4d}\right).
$$

Here $F=0.0661$ and $n_{1/2}=1.48\times10^{11}\ \text{cm}^{-2}$ at 300 K. For $d\gg a^*$ the logarithm can be expanded, and $n_{1/2}\simeq\epsilon kT/(4\pi e^2d)$, again without the mass. A solution exists only if $a^*<4d$. For a thinner barrier, $C_q$ stays below $C_g$ at every density, because $F<1$, and the total never reaches half of the geometric value.

The total capacitance was checked at $10^{10}$, $10^{11}$, $10^{12}$ and $10^{13}\ \text{cm}^{-2}$ at 300 K, and at $10^{12}\ \text{cm}^{-2}$ at 30 K, by a calculation that does not obtain it from the closed formulas. It sums Fermi occupations over the discrete wave vectors of a finite square, solves Poisson's equation on a grid, and takes the difference in density between two neighbouring gate voltages. The numerical output shows the two results side by side; they agree to better than one part in $10^5$. This confirms the algebra within the model, but not the model's assumptions.

One assumption deserves a closer look, namely that $E_0$ is constant. The field that confines the electrons can change with their density, and the subband bottom then moves relative to the local electrostatic energy. Keeping $E_0(n)$ in the voltage equation and differentiating as before gives

$$
\frac1C=\frac{4\pi d}{\epsilon}+\frac1{C_q}+\frac1{e^2}\frac{dE_0}{dn},
$$

which adds the length $(\epsilon/4\pi e^2)\,dE_0/dn$ to the barrier. To see how it enters, choose the illustrative law $E_0\propto n^{2/3}$, with $E_0=100$ meV at $10^{13}\ \text{cm}^{-2}$. The slope there is

$$
\frac{dE_0}{dn}=\frac23\,\frac{0.100\ \text{eV}}{10^{13}\ \text{cm}^{-2}}
=6.67\times10^{-15}\ \text{eV cm}^2 ,
$$

and the extra length is 0.368 nm. The quantum term at this density and 300 K is $0.661/0.990=0.668$ nm, so the moving level adds more than half as much again. The total capacitance drops from $7.46\times10^5$ to $7.21\times10^5\ \text{cm}^{-1}$, by 3.3% relative to the fixed level. If the whole added length of 1.036 nm were read as $a^*/4$, the inferred mass would be $0.2\times0.661/1.036=0.13$ electron masses instead of 0.2. The value of 100 meV is a modest one, and the extra length is proportional to it. A gas in one subband held against a hard wall by its own field alone follows the same power law, and for the present $m$ and $\epsilon$ its self-consistent level lies near 370 meV at this density, which makes the extra length about 1.35 nm, twice the quantum term. A series term found in a measurement therefore cannot give the density of states unless the motion of the level has been accounted for, and with it the interaction effects discussed last.

The restriction to one subband also has a definite range. Suppose that a second subband with the same mass starts at a fixed energy $\Delta$ above the first. Its density is the same function with $\mu$ replaced by $\mu-\Delta$, and adding the two derivatives gives

$$
C_q=e^2D\left[\frac1{1+e^{-\mu/kT}}+\frac1{1+e^{(\Delta-\mu)/kT}}\right].
$$

The second term is negligible beside the first if $\Delta$ exceeds both $\mu$ and zero by several $kT$. The condition on $\Delta$ alone matters in a dilute gas, where $\mu$ is far below zero and the ratio of the second term to the first tends to $e^{-\Delta/kT}$. At $10^{13}\ \text{cm}^{-2}$ and 300 K, where $\mu=119$ meV, the one-subband result thus requires $\Delta$ to exceed 119 meV by several times 26 meV. This calls for a narrow well. A gas with these parameters that is held against a wall by its own field and a fixed depletion charge of $10^{11}$ to $10^{12}\ \text{cm}^{-2}$ has a spacing of only about 120 to 135 meV, and roughly a tenth of its electrons sit in higher subbands.

Exchange and correlation have been left out. At the level of a uniform sheet they change the function $\mu(n)$, and with it the value of $d\mu/dn$. The step from the voltage equation to the series law used only that $\mu$ is a differentiable function of $n$, so the law keeps its form with $C_q=e^2dn/d\mu$, while the explicit formula for $C_q$ belongs to independent electrons in the mean potential. The change need not be small. For a sheet of zero thickness at zero temperature, in a medium of dielectric constant $\epsilon$ and without screening by the gate, exchange adds $-2e^2k_F/(\pi\epsilon)$ to $\mu$, with $k_F=\sqrt{2\pi n}$. The corresponding added length is $-1/(2\pi k_F)$, which is $-0.20$ nm at $10^{13}\ \text{cm}^{-2}$ and $-0.63$ nm at $10^{12}\ \text{cm}^{-2}$, where it cancels most of $a^*/4=0.661$ nm.

## Computed values

```
mass ratio m/m_e = 0.20
dielectric constant = 10.0
barrier thickness d = 10.00 nm
density of states D = 8.3546e+13 1/(eV cm^2)
kT at 300 K = 25.852 meV
D kT at 300 K = 2.1598e+12 cm^-2
D kT at 30 K = 2.1598e+11 cm^-2
a* = 2.6459 nm
a*/4 = 0.6615 nm
1 cm^-1 = 1.11265e-06 uF/cm^2
C_g = 7.95775e+05 cm^-1
C_g converted = 0.8854 uF/cm^2
degenerate C_q = 1.20304e+07 cm^-1
degenerate C_q converted = 13.386 uF/cm^2
case n = 1.0e+10 cm^-2, T = 300 K:
  mu = -138.900 meV, F = 0.00462, eU = -0.13709 eV
  C_q = 5.55716e+04 cm^-1, C/C_g = 0.06527
  C formula = 5.19441e+04, numerical = 5.19443e+04 cm^-1
  C converted = 0.05780 uF/cm^2
case n = 1.0e+11 cm^-2, T = 300 K:
  mu = -78.833 meV, F = 0.04524, eU = -0.06074 eV
  C_q = 5.44305e+05 cm^-1, C/C_g = 0.40617
  C formula = 3.23223e+05, numerical = 3.23223e+05 cm^-1
  C converted = 0.35963 uF/cm^2
case n = 1.0e+12 cm^-2, T = 300 K:
  mu = -13.692 meV, F = 0.37061, eU = 0.16726 eV
  C_q = 4.45853e+06 cm^-1, C/C_g = 0.84855
  C formula = 6.75253e+05, numerical = 6.75253e+05 cm^-1
  C converted = 0.75132 uF/cm^2
case n = 1.0e+13 cm^-2, T = 300 K:
  mu = 119.441 meV, F = 0.99024, eU = 1.92895 eV
  C_q = 1.19130e+07 cm^-1, C/C_g = 0.93738
  C formula = 7.45946e+05, numerical = 7.45946e+05 cm^-1
  C converted = 0.82998 uF/cm^2
case n = 1.0e+12 cm^-2, T = 30 K:
  mu = 11.944 meV, F = 0.99024, eU = 0.19290 eV
  C_q = 1.19130e+07 cm^-1, C/C_g = 0.93738
  C formula = 7.45946e+05, numerical = 7.45946e+05 cm^-1
  C converted = 0.82998 uF/cm^2
half-capacitance F = 0.06615
half-capacitance density, 300 K = 1.4781e+11 cm^-2
half-capacitance mu = -68.442 meV
half-capacitance eU = -0.04169 eV
moving level: E0 = 100.0 meV at n = 1.0e+13 cm^-2
moving level: dE0/dn = 6.6667e-15 eV cm^2
moving level: extra length = 0.3684 nm
C with fixed level = 7.45946e+05 cm^-1
C with moving level, formula = 7.21045e+05 cm^-1
C with moving level, numerical = 7.21045e+05 cm^-1
```
